# The Surface Theorem: Surface Charge of an Insulator Modulo e/A

**Q.** I am told that the polarization of a bulk insulator fixes the charge on its surface. I doubt it. I can add atoms to a surface, remove them, or change its electron filling, all without touching the bulk. What exactly is being claimed?

**A.** That, for a given surface cell, those changes move the surface charge in discrete steps, as long as the surface stays insulating. Let a crystal fill the half-space below a surface with outward unit normal $\mathbf n=\hat z$. The claim is

$$\sigma=\mathbf P\cdot\mathbf n \pmod{e/A},\qquad e>0, \tag{1}$$

where $\sigma$ is the macroscopic surface charge density and $A$ the area of the actual surface cell. I assume the following.

- Electrons are independent, moving in a mean-field potential. The macroscopic field inside the crystal is zero, if necessary because distant outside charges cancel it. Those charges are not counted in $\rho$ or $\sigma$ below.
- The bulk has a gap, and its occupied bands have exponentially localized Wannier functions. This requires vanishing Chern numbers.
- The surface is a lattice plane, and the Fermi level $\mu$ lies in a gap common to bulk and surface.
- Every ion has a charge that is an integer multiple of $e$.

The unreconstructed surface cell has area $A_0$. A reconstruction may enlarge it to $A=mA_0$ with integer $m$.

**Q.** The right-hand side already troubles me. Polarization has an ambiguity of its own. Does it fit yours?

**A.** It does. For a bulk cell of volume $V$, with ions of charge $Z_ie$ at $\boldsymbol\tau_i$ and Wannier centres $\bar{\mathbf r}_n$,

$$\mathbf P=\frac eV\Big(\sum_i Z_i\boldsymbol\tau_i-\sum_n\bar{\mathbf r}_n\Big). \tag{2}$$

Assigning one Wannier function to another cell shifts its centre by a lattice vector $\mathbf R$ and changes $\mathbf P$ by $-e\mathbf R/V$. Choose primitive vectors $\mathbf a_1,\mathbf a_2$ in the surface plane and $\mathbf a_3$ pointing out of it. Then $c=\mathbf a_3\cdot\mathbf n=V/A_0$ is the layer spacing, and $\mathbf R\cdot\mathbf n=\ell c$ with integer $\ell$. The normal component changes by

$$\frac{e\,\ell c}{V}=\frac{e\,\ell}{A_0}=\ell m\,\frac eA ,$$

up to sign. This is a multiple of $e/A$, so (1) is unaffected. Moving an ion to another cell gives $Z_i$ times such a step.

**Q.** Now the left-hand side. The microscopic charge density oscillates through the whole crystal. If I count the charge above some plane, the answer depends on where I put the plane.

**A.** That is why the count needs an average. First average the charge density over the surface cell:

$$\bar\rho(z)=\frac1A\int_{\rm cell}dx\,dy\,\rho(x,y,z).$$

Deep inside, translation by $\mathbf a_3$ leaves $\rho$ unchanged. Its in-plane part drops out of the planar average, so $\bar\rho$ has period $c$. Now average over a sliding window of that length:

$$\bar{\bar\rho}(z)=\frac1c\int_{z-c/2}^{z+c/2}\bar\rho(z')\,dz'.$$

In the bulk the window holds one full period of a neutral crystal, so $\bar{\bar\rho}\to0$ wherever the window is centred. Hence

$$\sigma=\int_{z_0}^{\infty}\bar{\bar\rho}(z)\,dz \tag{3}$$

has a limit as $z_0$ moves deep inside, and that limit is the definition of $\sigma$.

**Q.** How does this differ from a sharp cut in practice?

**A.** Exchange the integrals in (3). A charge at $z'$ counts for each $z>z_0$ with $|z-z'|<c/2$. The length of that set, divided by $c$, is its weight $f(z')$:

$$\sigma=\int\bar\rho(z')f(z')\,dz',\qquad
f(z')=\begin{cases}0,&z'<z_0-c/2\\[2pt] \dfrac{z'-z_0}{c}+\dfrac12,&|z'-z_0|\le c/2\\[4pt] 1,&z'>z_0+c/2.\end{cases} \tag{4}$$

The step has become a ramp one period wide. The same ramp results from averaging a step at $\zeta$ over $z_0-c/2<\zeta<z_0+c/2$, because the fraction of these steps lying below $z'$ is $f(z')$. So $\sigma$ is the sharp-cut charge averaged over one period of cut positions.

**Q.** Fine. But where would an integer come from? Near the surface the orbitals are distorted, and I see no reason for them to carry whole charges.

**A.** Single atoms there need not carry whole charges. The integer comes from counting states. I remove bulk Wannier functions from the occupied space, layer by layer from deep inside up to some depth, and count what is left.

Number the layers $j=0,1,2,\dots$ inward, so that layer $j$ is displaced by $-j\mathbf a_3$. Per surface cell, each layer has $m$ times as many Wannier functions as there are occupied bulk bands. For a surface wavevector $\mathbf k$, form their Bloch sums $|w_{js\mathbf k}\rangle$ over the surface lattice, where $s$ labels the functions of one layer. Keep those with $j\ge L$, where $L$ is large.

**Q.** Those functions belong to the infinite crystal. They are not occupied states of your half-crystal.

**A.** Not exactly, but the error is exponentially small in the depth. The occupied projector is

$$P_{\rm occ}=\oint\frac{dE}{2\pi i}\,G(E),\qquad G(E)=(E-H)^{-1},$$

on a contour around the occupied levels that crosses the real axis at $\mu$ and below the spectrum. It therefore stays a finite distance from every level. With $H_b$ and $G_b$ for the infinite crystal,

$$G-G_b=G\big[(E-H_b)-(E-H)\big]G_b=G\,(H-H_b)\,G_b .$$

The difference $H-H_b$ lives at the surface and outside it, provided the potential heals quickly to its bulk form, which I assume. Between two deep points, the correction must therefore propagate to the surface and back.

**Q.** And propagation decays?

**A.** Yes, off the spectrum. Consider $e^{\kappa z}He^{-\kappa z}$. It replaces $p_z$ by $p_z+i\hbar\kappa$, or multiplies each hopping over a distance $d$ by $e^{\pm\kappa d}$. For small enough $\kappa$ of either sign this is a small perturbation of $H$, so $E$ on the contour stays off the spectrum and $e^{\kappa z}G\,e^{-\kappa z}$ stays bounded. Between regions near $z$ and $z'$, $G$ is then at most of order $e^{-|\kappa||z-z'|}$. The same holds for $G_b$. Deep inside, $P_{\rm occ}$ approaches the bulk projector exponentially.

So I project, $|\tilde w\rangle=P_{\rm occ}|w\rangle$, and orthonormalize with $S^{-1/2}$, where $S$ is the overlap matrix of the $|\tilde w\rangle$. Since $S$ is exponentially close to the identity, so are the new functions to the old ones. Let $P_W(\mathbf k)$ project onto their span, which now lies inside the occupied space. Therefore

$$R(\mathbf k)=P_{\rm occ}(\mathbf k)-P_W(\mathbf k)$$

is itself a projector. It holds every occupied state not yet assigned to a deep Wannier function.

**Q.** Could $R$ not extend through the whole crystal?

**A.** Deep inside, $P_{\rm occ}$ and $P_W$ both approach the full bulk projector, so their difference decays exponentially. The trace of $R(\mathbf k)$ is thus finite, and the trace of a projector is its rank, an integer.

**Q.** An integer at each $\mathbf k$. The surface charge averages over $\mathbf k$, and an average of integers need not be an integer.

**A.** This is where the insulating surface enters. With a gap at $\mu$ for all $\mathbf k$, $P_{\rm occ}(\mathbf k)$ is continuous once the Bloch phase is stripped off. So is $P_W(\mathbf k)$, because its functions are localized. Hence $R(\mathbf k)$ is continuous.

Two projectors whose difference has norm below 1 have equal rank. If $R$ had the larger rank, its range would contain a unit vector $\psi$ orthogonal to the range of $R'$. Then $\|(R-R')\psi\|=\|\psi\|=1$, a contradiction. The rank is therefore one integer $N_s$ for all $\mathbf k$, and $R$ holds $N_s$ electrons per area $A$. I never needed Wannier functions for the surface states themselves.

**Q.** You have an integer number of electrons near the surface. Where does the polarization come in?

**A.** From the deep layers, where the ramp lies. Join the ions of each layer $j\ge L$ to its Wannier functions. Per surface cell this unit contains $m$ bulk cells. It is neutral and has normal dipole $mVP_n$, where $P_n=\mathbf P\cdot\mathbf n$.

Let $\lambda(u)$ be the unit's charge per length along the normal, divided by $A$, with $u$ measured from the layer's origin. Then

$$\int\lambda\,du=0,\qquad \int u\,\lambda\,du=\frac{mVP_n}{A}=\frac{V}{A_0}P_n=cP_n. \tag{5}$$

Layer $j$ contributes $\lambda(z+jc)$ to $\bar\rho(z)$. Insert this into (4) and substitute $u=z+jc$:

$$\sigma_{\rm units}=\sum_{j\ge L}\int\lambda(z+jc)f(z)\,dz=\int\lambda(u)F(u)\,du,\qquad F(u)=\sum_{j\ge L}f(u-jc).$$

**Q.** That looks like a sum over very many layers.

**A.** Its slope is simple. The derivative $f'$ is a box of height $1/c$ and width $c$, so the shifted boxes tile the line without gap or overlap. Place $z_0$ much deeper than layer $L$. For every $u$ where $\lambda$ matters, one of the layers $j\ge L$ then lies under the box, and

$$F'(u)=\frac1c,\qquad F(u)=\frac uc+C.$$

The constant $C$ is large, close to the number of layers with $j\ge L$ that lie above the ramp, and it depends on $z_0$, but it multiplies zero net charge. By (5),

$$\sigma_{\rm units}=\frac1c\int u\,\lambda\,du+C\int\lambda\,du=P_n.$$

What remains lies where $f=1$: the $N_s$ electrons, and ions of total charge $N_{\rm ion}e$ per surface cell. Hence

$$\boxed{\;\sigma=P_n+\frac eA\,(N_{\rm ion}-N_s)\;} \tag{6}$$

**Q.** You dropped exponentially small terms. Is (6) then approximate?

**A.** No. At finite $L$ the argument shows that $\sigma-P_n$ lies within an exponentially small distance of some multiple of $e/A$. But $\sigma-P_n$ does not depend on $L$. Letting $L$ grow, with $z_0$ always deeper, makes that distance smaller than any positive number, so it is zero.

**Q.** If electrons come in spin pairs, is the step $2e/A$?

**A.** For changes of electron filling at fixed ions, yes, because $N_s$ is then even. Ions of odd charge can still make $N_{\rm ion}$ odd, so without further conditions on the ions (1) keeps the modulus $e/A$.

**Q.** I would like to see a case where nothing is arranged to come out well.

**A.** Take a spinless Rice–Mele chain with lattice constant $a$. Each cell has a site A at $0$ with energy $+\Delta$ and a site B at $b=0.4a$ with energy $-\Delta$. The hopping is $v$ inside a cell and $w$ between cells. Each A site carries an ion of charge $+e$, B carries none, and there is one electron per cell. In one dimension no area appears, so the right end should carry $Q=P$ modulo $e$. At the left end the outward normal is reversed, and the charge should be $-P$ modulo $e$.

With $v=1$, $w=0.6$, $\Delta=0.5$ in units of $t$, the bulk Wannier centre is at $0.3309a$. The ion sits at $0$, so (2) gives

$$P=\frac ea\,(0-0.3309a)=-0.3309\,e.$$

Diagonalizing an open chain of 80 cells with $\mu=0$ and applying (3) gives $Q=-0.3309\,e$ on the right and $+0.3309\,e$ on the left.

**Q.** What do sharp cuts give?

**A.** In mid-chain the A and B sites carry $+0.7280\,e$ and $-0.7280\,e$. A cut between A and B of one cell leaves $-0.7678\,e$ to its right, while a cut between two cells leaves $-0.0397\,e$. The first kind of cut occupies $0.4$ of a period and the second $0.6$. Their average is

$$0.4(-0.7678)+0.6(-0.0397)=-0.3071-0.0238=-0.3309,$$

in units of $e$, as the ramp requires. The window must span a whole number of periods: with width $0.7a$ the result varies by $0.31\,e$ as $z_0$ moves.

**Q.** Why not skip Wannier functions and take the dipole of the charges in one cell?

**A.** That gives $-0.7280\times0.4=-0.2912$, in units of $ea$, which is not $P$ times $a$. The missing part is $-0.3309+0.2912=-0.0397$, the charge beyond a cut between cells. Site charges do not record which cell an electron on a given site belongs to. The Wannier function does, because it spreads over several cells and its centre includes those tails.

**Q.** Your integer was zero there. Show me one that changes.

**A.** Exchange the hoppings: $v=0.6$, $w=1$. The right end now has a bound state living on B sites, with amplitudes $\beta_j$, where here $j$ increases to the right. On each A site the Schrödinger equation requires

$$v\beta_j+w\beta_{j-1}=0,\qquad \beta_{j-1}=-\frac vw\,\beta_j .$$

Since $v<w$, the state decays into the chain. With no amplitude on A, its energy is $-\Delta=-0.5\,t$. The equation at the far left end is violated by an amount that is exponentially small in the chain length. The bulk gap is $2\sqrt{\Delta^2+(v-w)^2}=1.281\,t$, so the valence band ends at $-0.640\,t$ and the state lies in the gap.

The bulk value is now $P=-0.5235\,e$. I removed the deep Wannier functions and left the outer 20 cells, with their 20 ions, at the right end.

- For $\mu=0$ the end state is filled. The remainder holds $20.000$ electrons, so (6) predicts $Q=P$. The chain gives $-0.5235\,e$.
- For $\mu=-0.57\,t$ it is empty. The remainder holds $19.000$ electrons, so (6) predicts $Q=P+e$. The chain gives $+0.4765\,e$.

The bulk is the same in both cases.

**Q.** Those are clean ends. What about dirty ones?

**A.** The program tests 40 chains with random bulk parameters and random potentials on the last six sites, half of them ending on an A site. $(Q-P)/e$ took the integer values from $-2$ to $2$, with deviations below $10^{-13}$.

A short chain is less good, because its middle is not yet bulk. For the first parameter set, $Q-P$ misses an integer multiple of $e$ by $1.0\times10^{-4}e$ with 8 cells, $1.2\times10^{-7}e$ with 16 and $1.5\times10^{-10}e$ with 24.

**Q.** Suppose I put a background charge $+e/2$ on every site instead. Is that harmless?

**A.** Not for every termination. Let the first chain end on an A site. With ions $(1,0)$ on (A, B), $Q-P=1.000\,e$. With $(\tfrac12,\tfrac12)$, and $P$ recomputed for those ions, $Q-P=0.500\,e$. The cut has left over one ion of charge $e/2$, so $N_{\rm ion}$ in (6) is no longer an integer. The same fault appears in the bulk: moving one such ion to the next cell changes $P$ by $e/2$, so $P$ itself is fixed only modulo $e/2$, and which termination misses a whole $e$ depends on how the cell is chosen.

**Q.** One dimension cannot test the area. Why should a reconstruction, which leaves the bulk alone, change the modulus?

**A.** Because one electron per larger cell is a smaller charge density. Couple chains of the first parameter set side by side at spacing $a_y$, with interchain hopping $+0.1\,t$ between A sites and $-0.1\,t$ between B sites. Edge length replaces area. The bulk value is $P_n=-0.3273\,e/a_y$.

Now attach one adatom, with an ion $+e$ and one orbital, to every second chain, joined to the chain's last B site by a hopping $0.3\,t$. The edge cell has length $2a_y$, so the quantum is $0.5\,e/a_y$.

- With the orbital at $-2.5\,t$ it is filled, and $\sigma=-0.3273\,e/a_y$.
- With the orbital at $+2.5\,t$ it is empty, and $\sigma=0.1727\,e/a_y$.

The difference is $0.5000\,e/a_y$. Modulo $e/a_y$, the quantum of the unreconstructed edge, the second result would contradict the theorem.

**Q.** And if the adatom band crosses the Fermi level?

**A.** Then the rank of $R(\mathbf k)$ jumps where the band crosses $\mu$, and $N_s$ becomes an average of different integers. Put the orbital at $0.1\,t$, with hopping $0.15\,t$ between neighbouring adatoms. On the mesh of 24 wavevectors used, the band is filled at a fraction $0.375$ of them. The adatom ion contributes $1$ and the band $-0.375$ per edge cell, so

$$\sigma-P_n=\frac{1-0.375}{2}\,\frac e{a_y}=0.3125\,\frac e{a_y},$$

which is what the diagonalization gives. A finer mesh would adjust the fraction. The bulk still contributes $P_n$, but a metallic edge can add any fraction of a quantum.

**Q.** How large is the step in laboratory units?

**A.** For a chosen cell area $A=0.25\ \mathrm{nm^2}$, $e/A=0.641\ \mathrm{C/m^2}$. An array of the first chains, one per area $A$, has $P_n=-0.3309\times0.641=-0.212\ \mathrm{C/m^2}$. Ending each chain on an A site instead, which gave $Q-P=1.000\,e$ above with the end still insulating, raises $\sigma$ from $-0.212$ to $+0.429\ \mathrm{C/m^2}$. So your first objection was half right: the surface can change its charge, even its sign, but once the surface cell area $A$ is given, the bulk fixes the set of values, $P_n$ plus multiples of $e/A$, from which an insulating surface must choose.

## Computed results

```
v, w, delta [t]: 1.0 0.6 0.5 ; b [a]: 0.4 ; cells: 80
bulk gap [t]: 1.2806
Wannier centre, real space [a]: 0.330930
Wannier centre, Wilson loop modulo a [a]: 0.330930
bulk polarization P [e]: -0.330930
right end charge, sliding window [e]: -0.330930
left end charge, sliding window [e]: 0.330930
largest window-averaged density mid-chain [e/a]: 1.7e-15
mid-chain site charges A, B [e]: 0.728036, -0.728036
sharp cut between A and B of a cell [e]: -0.767752
sharp cut between two cells [e]: -0.039716
spread of end charge over x0, window a [e]: 2.7e-15
spread of end charge over x0, window 0.7a [e]: 0.3120
deviation of Q - P from an integer, 8 cells [e]: 1.0e-04
deviation of Q - P from an integer, 16 cells [e]: 1.2e-07
deviation of Q - P from an integer, 24 cells [e]: 1.5e-10
Wannier counting, 20 outer cells at the right end (20 ions):
 v=1.0 w=0.6 mu=0.0 [t]: leftover electrons 20.000000, P -0.330930 e, Q -0.330930 e, integer 0
 v=0.6 w=1.0 mu=0.0 [t]: leftover electrons 20.000000, P -0.523463 e, Q -0.523463 e, integer 0
 v=0.6 w=1.0 mu=-0.57 [t]: leftover electrons 19.000000, P -0.523463 e, Q 0.476537 e, integer 1
end-state energies for v=0.6, w=1.0 [t]: -0.5000 0.5000
40 random chains: worst deviation from an integer [e]: 2.8e-14
integers (Q - P)/e that occurred: [-2, -1, 0, 1, 2]
chain ending on A, ions (1,0): Q - P [e]: 1.000000
chain ending on A, ions (1/2,1/2): Q - P [e]: 0.500000
2D array: coupling 0.1 t, adatom bond 0.3 t, 40 cells, 24 wavevectors
2D array: bulk P.n [e/a_y]: -0.327258
 filled adatom: level -2.5 t, hop 0.0 t, filling 1.0000, sigma -0.327258 e/a_y, sigma-P.n 0.000000 e/a_y
 empty adatom: level 2.5 t, hop 0.0 t, filling 0.0000, sigma 0.172742 e/a_y, sigma-P.n 0.500000 e/a_y
 metallic edge: level 0.1 t, hop 0.15 t, filling 0.3750, sigma -0.014758 e/a_y, sigma-P.n 0.312500 e/a_y
chosen cell area [nm^2]: 0.25
quantum e/A [C/m^2]: 0.6409
main chain, one per area A: P.n [C/m^2]: -0.2121
```
